\section*{Why a More Opaque Barrier Can Raise Normal–Superconductor Conductance}

\section{The puzzle and the model}

\textbf{Q:} My contact has two tunnel barriers in series: one between the metallic lead and a thin normal layer, the other between that layer and a superconductor. I made the first barrier thicker, and my simulation says that the conductance went up. How can a worse barrier conduct better?

\textbf{A:} It can if electrons and holes stay phase coherent in the layer. Let barrier 1, on the lead side, transmit with probability $\Gamma_1$ per mode, and barrier 2, on the superconductor side, with $\Gamma_2$. Write $R_i=1-\Gamma_i$. I assume zero temperature and bias, time-reversal symmetry, ideal Andreev reflection at the superconductor, and barriers that treat all modes alike.

Take one mode first. Seen as a whole, the normal part has a transmission amplitude $t$ and a reflection amplitude $r$ for waves coming from the superconductor, with $|t|^2=T$ and $|r|^2=1-T$. At the Fermi energy a hole has the complex-conjugate amplitudes. Each Andreev reflection gives a factor $-i$ (superconducting phase set to zero). Let $x$ be the total electron amplitude arriving at the superconductor. It consists of the direct wave $t$ and the wave that has turned into a hole, been reflected as a hole, turned back and been reflected as an electron:
\begin{equation}
x=t+(-i)^2|r|^2x\quad\Rightarrow\quad x=\frac{t}{1+|r|^2}=\frac{t}{2-T}.
\end{equation}
The hole that reaches the lead has amplitude $-i\,t^*x$, hence probability $T^2/(2-T)^2$. Below the gap every electron returns either as an electron or as a hole, and each returning hole means a transferred charge $2e$. With a factor 2 for spin, the conductance per orbital mode is
\begin{equation}
g=\frac{4T^2}{(2-T)^2}\quad\text{in units of } e^2/h ,
\label{eq:gT}
\end{equation}
where $e^2/h=1/2\pi$ in atomic units.

\textbf{Q:} And $T$ for two barriers?

\textbf{A:} Sum the round trips between them. If $\varphi$ is the phase of one round trip, including the reflection phases, the geometric series gives $|t|=\sqrt{\Gamma_1\Gamma_2}/|1-s e^{i\varphi}|$ with $s=\sqrt{R_1R_2}$, so
\begin{equation}
T=\frac{\Gamma_1\Gamma_2}{1+s^2-2s\cos\varphi}.
\label{eq:T}
\end{equation}

\section{Averaging over the channels}

\textbf{Q:} I have thousands of modes, each with its own phase. What do I measure?

\textbf{A:} The average over $\varphi$, which I take as uniformly distributed. From Eq.~(\ref{eq:T}),
\begin{equation}
\frac{T}{2-T}=\frac{\Gamma_1\Gamma_2}{D-4s\cos\varphi},\qquad D=2+2R_1R_2-\Gamma_1\Gamma_2 .
\end{equation}
Since $\Gamma_1\Gamma_2=1-R_1-R_2+R_1R_2$, we have $D=(1+R_1)(1+R_2)=(2-\Gamma_1)(2-\Gamma_2)$. The substitution $u=\tan(\varphi/2)$ gives, for $D>q$,
\begin{equation}
\Big\langle\frac{1}{D-q\cos\varphi}\Big\rangle
=\frac1\pi\int_{-\infty}^{\infty}\!\frac{du}{(D-q)+(D+q)u^2}=\frac{1}{\sqrt{D^2-q^2}} .
\label{eq:int}
\end{equation}
Applying $-\partial/\partial D$ to both sides gives $\langle(D-q\cos\varphi)^{-2}\rangle=D/(D^2-q^2)^{3/2}$. With $q=4s$,
\begin{equation}
g=\frac{4\Gamma_1^2\Gamma_2^2D}{(D^2-16R_1R_2)^{3/2}} .
\end{equation}
This simplifies if each barrier is described by the Andreev probability it would have alone, $A_i=\Gamma_i^2/(2-\Gamma_i)^2$. Then $1-A_i=4R_i/(1+R_i)^2$, so $16R_1R_2=D^2(1-A_1)(1-A_2)$. Also $\Gamma_1^2\Gamma_2^2=D^2A_1A_2$. All powers of $D$ cancel:
\begin{equation}
g=\frac{4A_1A_2}{(A_1+A_2-A_1A_2)^{3/2}} .
\label{eq:exact}
\end{equation}
For small transmissions $A_i\to\Gamma_i^2/4$ and the product $A_1A_2$ in the denominator is negligible, which leaves
\begin{equation}
g\simeq\frac{2\Gamma_1^2\Gamma_2^2}{(\Gamma_1^2+\Gamma_2^2)^{3/2}} .
\label{eq:low}
\end{equation}

\textbf{Q:} Where is this largest if I can change barrier 1 but not barrier 2?

\textbf{A:} At fixed $\Gamma_2$,
\begin{equation}
\frac{\partial\ln g}{\partial\Gamma_1}=\frac{2}{\Gamma_1}-\frac{3\Gamma_1}{\Gamma_1^2+\Gamma_2^2}
=\frac{2\Gamma_2^2-\Gamma_1^2}{\Gamma_1(\Gamma_1^2+\Gamma_2^2)} .
\end{equation}
The derivative is positive below $\Gamma_1=\sqrt2\,\Gamma_2$ and negative above it. The maximum is $g=4\Gamma_2/(3\sqrt3)\approx0.77\,\Gamma_2$. Thickening barrier 1 therefore helps while it is more than $\sqrt2$ times as transparent as barrier 2, and hurts after that. Equation~(\ref{eq:low}) is symmetric, so if you vary barrier 2 instead, the optimum is $\Gamma_2=\sqrt2\,\Gamma_1$. The ratio is always the varied barrier over the fixed one.

\textbf{Q:} Is there a gain for any fixed barrier?

\textbf{A:} No. Differentiating Eq.~(\ref{eq:exact}) at fixed $A_2$ gives
\begin{equation}
\frac{1}{A_1}=\frac32\,\frac{1-A_2}{A_2+A_1(1-A_2)}\quad\Rightarrow\quad A_1=\frac{2A_2}{1-A_2} .
\label{eq:best}
\end{equation}
This lies below $A_1=1$ only for $A_2<1/3$, that is $\Gamma_2/(2-\Gamma_2)<1/\sqrt3$, or $\Gamma_2<\sqrt3-1\approx0.73$. With a cleaner superconducting interface, any added barrier lowers $g$. Below that limit the best ratio drifts slowly from $\sqrt2$: numerical maximization of the phase average gives $\Gamma_1/\Gamma_2=1.411$, $1.387$ and $1.348$ for $\Gamma_2=0.01$, $0.1$ and $0.3$.

\section{The reason}

\textbf{Q:} The algebra is clear. What does the electron gain from a thicker barrier?

\textbf{A:} Look at one resonance, at small $\varphi$ and small $\Gamma_i$. There $s\simeq1-(\Gamma_1+\Gamma_2)/2$, so the denominator of Eq.~(\ref{eq:T}) is $(1-s)^2+2s(1-\cos\varphi)\simeq(\Gamma_1+\Gamma_2)^2/4+\varphi^2$. Hence
\begin{equation}
T\simeq\frac{4\Gamma_1\Gamma_2}{(\Gamma_1+\Gamma_2)^2+4\varphi^2},\qquad
\frac{T}{2-T}\simeq\frac{2\Gamma_1\Gamma_2}{\Gamma_1^2+\Gamma_2^2+4\varphi^2} .
\end{equation}
The Andreev probability is the square of the second expression. Its peak height $P$ and width parameter $w$ are
\begin{equation}
P=\frac{4\Gamma_1^2\Gamma_2^2}{(\Gamma_1^2+\Gamma_2^2)^2},\qquad w=\tfrac12\sqrt{\Gamma_1^2+\Gamma_2^2} .
\end{equation}
Because $\int d\varphi\,(1+\varphi^2/w^2)^{-2}=\pi w/2$, the average probability is $Pw/4$, and $g=4\,(Pw/4)=Pw$. This reproduces Eq.~(\ref{eq:low}).

Suppose barrier 1 is much the more transparent. Then $P\simeq4\Gamma_2^2/\Gamma_1^2$ and $w\simeq\Gamma_1/2$. Closing barrier 1 narrows the resonance in proportion to $\Gamma_1$, but raises the peak as $1/\Gamma_1^2$. The product grows as $2\Gamma_2^2/\Gamma_1$. The peak rises so steeply because a pair must be transferred, which for small $T$ costs two factors of $T$. For the same sum of $T$, a few modes with $T$ near one are worth more than many with modest $T$.

\textbf{Q:} Then I would expect the best point at equal barriers, where the resonance is perfect.

\textbf{A:} That is where the peak is highest, $P=1$. But the peak is flat there, while the width still grows with $\Gamma_1$. It pays to give up a little height: at $\Gamma_1=\sqrt2\,\Gamma_2$ the height is $P=8/9$, and $w$ is larger than at equal barriers by $\sqrt{3/2}\approx1.22$. The net gain is $\sqrt{3/2}\times8/9\approx1.09$.

\textbf{Q:} Does the same happen with the superconductor in its normal state?

\textbf{A:} No. Equation~(\ref{eq:int}), with $D\to1+s^2$ and $q\to2s$, gives $\langle T\rangle=\Gamma_1\Gamma_2/(1-R_1R_2)$, so
\begin{equation}
g_{\rm N}=2\langle T\rangle=\frac{2\Gamma_1\Gamma_2}{\Gamma_1+\Gamma_2-\Gamma_1\Gamma_2},\qquad
\frac{2}{g_{\rm N}}=\frac1{\Gamma_1}+\frac1{\Gamma_2}-1 .
\end{equation}
Closing either barrier lowers this. The resonances sharpen here too, but for $\Gamma_1\gg\Gamma_2$ the height of $T$ grows as $1/\Gamma_1$ while its width shrinks as $\Gamma_1$, and the two cancel to leading order.

\section{What coherence has to do with it}

\textbf{Q:} You insisted on phase coherence. Which phases must agree?

\textbf{A:} Those of the electron and of the hole. At energy $E$ above the Fermi level the electron has round-trip phase $\varphi_e$, and the hole has the conjugate amplitudes belonging to $\varphi_h$, the phase at $-E$. With $v$ the velocity across a layer of thickness $L$,
\begin{equation}
\delta=\varphi_e-\varphi_h=\frac{4EL}{\hbar v} .
\end{equation}
Choose real amplitudes $r_i=\sqrt{R_i}$, with reflection $+r_i$ seen from the layer and $-r_2$ seen from the superconductor. Summing the round trips gives $r(\varphi)=(r_1e^{i\varphi}-r_2)/(1-r_1r_2e^{i\varphi})$. The denominator $1+|r|^2$ becomes $1+r(\varphi_e)r^*(\varphi_h)$, as long as $E$ is far below the gap. With $a=e^{i\varphi_e}$ and $b=e^{-i\varphi_h}$, the Andreev probability is $\Gamma_1^2\Gamma_2^2/|N|^2$, where
\begin{align}
N&=(1-r_1r_2a)(1-r_1r_2b)+(r_1a-r_2)(r_1b-r_2)\nonumber\\
&=p-2s(a+b)+R_1p\,ab,\qquad p=1+R_2 .
\label{eq:N}
\end{align}

Now let the two phases be independent. Write $N=F-aB$ with $F=p-2sb$ and $B=2s-R_1pb$. Expanding in powers of $aB/F$ and averaging over $\varphi_e$ gives $\langle|N|^{-2}\rangle=1/(|F|^2-|B|^2)$, with
\begin{equation}
|F|^2-|B|^2=p\Gamma_1\,(D-4s\cos\varphi_h) .
\end{equation}
This is positive, as the expansion requires, because $1+R_i\ge2r_i$. Equation~(\ref{eq:int}) does the second average, and $\Gamma_2/p=\sqrt{A_2}$, $\Gamma_1\Gamma_2/D=\sqrt{A_1A_2}$ give
\begin{equation}
g_{\rm ind}=\frac{4\Gamma_1\Gamma_2^2}{p\sqrt{D^2-16R_1R_2}}
=4A_2\sqrt{\frac{A_1}{A_2+A_1(1-A_2)}} .
\end{equation}
The fraction under the root increases with $A_1$ throughout. The maximum has gone: without a fixed relation between electron and hole phases, a thicker barrier 1 always lowers the conductance in this model.

\textbf{Q:} So a small energy must reduce $g$ a little?

\textbf{A:} Not necessarily. Put $\varphi_e=\varphi+\delta/2$ and $\varphi_h=\varphi-\delta/2$ in Eq.~(\ref{eq:N}) and take out a phase factor:
\begin{equation}
Ne^{-i\delta/2}=D\cos\tfrac{\delta}{2}-4s\cos\varphi-ip\,\Gamma_1\sin\tfrac{\delta}{2}
\simeq u-\tfrac12\delta^2-i\Gamma_1\delta ,
\end{equation}
where $u=c+2\varphi^2$ and $c=(\Gamma_1^2+\Gamma_2^2)/2$. The last form holds for small $\Gamma_i$, $\varphi$ and $\delta$, where $D$, $4s\to4$, $p\to2$ and $D-4s\to c$. To order $\delta^2$,
\begin{equation}
\frac1{|N|^2}\simeq\frac1{u^2}+\frac{\delta^2}{u^3}-\frac{\Gamma_1^2\delta^2}{u^4} .
\end{equation}
The integrals $I_n=\int d\varphi\,u^{-n}$ scale as $c^{1/2-n}$, and $-dI_n/dc=nI_{n+1}$, so $I_{n+1}/I_n=(n-\frac12)/(nc)$. This gives $I_3/I_2=3/(4c)$ and $I_4/I_2=5/(8c^2)$, hence
\begin{equation}
\frac{\Delta g}{g}\simeq\frac{\delta^2}{c}\left(\frac34-\frac{5\Gamma_1^2}{8c}\right),\qquad \delta^2\ll c .
\label{eq:delta}
\end{equation}
The change is a rise for $\Gamma_1^2<1.5\,\Gamma_2^2$ and a fall otherwise. At the optimum, $\Gamma_1^2=2\Gamma_2^2$, the bracket is $-1/12$, so the first effect of energy there is weak.

Wave matching of the Bogoliubov--de Gennes equation with two delta barriers shows that a moderate phase difference can raise $g$, while one of order $\pi$ suppresses it if both barriers transmit weakly and barrier 1 is not much more opaque than barrier 2. If barrier 2 is highly transparent, even $\delta=\pi$ can raise $g$. For a single direction of incidence only $\delta$ modulo $2\pi$ matters far below the gap, so $g$ recovers near $\delta=2\pi$ if the layer is long enough to reach it. In a contact with many directions $\delta$ differs from mode to mode, so the recovery is smeared out over energy and only partial. For $\Gamma_1=0.2$, $\Gamma_2=0.3$, at an energy of 0.3 of the gap, $g$ is 1.40 times its zero-energy value in one layer and 0.10 times in a layer ten times longer. Part of the rise comes from the energy dependence of the Andreev phase: $\delta$ alone would give a factor 1.24. At zero energy the same calculation agrees with Eq.~(\ref{eq:exact}) to a relative $4\times10^{-6}$ for four pairs of barriers between 0.15 and 0.6.

\section{Many modes that mix}

\textbf{Q:} My layer is not perfect. Does scattering between modes spoil the result?

\textbf{A:} Not if it is forward scattering. Let a unitary matrix $U$ carry the modes from barrier 1 to barrier 2. Time reversal makes the way back $U^{T}$. The transmission matrix is $t=\sqrt{\Gamma_1\Gamma_2}\,U(1-sW)^{-1}$ with $W=U^TU$ unitary. The eigenvalues of $t^\dagger t$ are then given by Eq.~(\ref{eq:T}), with $\varphi$ the eigenphases of $W$. Equation~(\ref{eq:gT}) survives as well: a symmetric scattering matrix turns the electron-to-hole matrix into $-i\,t^\dagger(2-tt^\dagger)^{-1}t$, whose singular values are $T/(2-T)$. What remains an assumption is that the eigenphases are evenly spread.

Backscattering in the layer is not covered by this argument. I return to it with numbers.

\section{A niobium--InAs stack}

\textbf{Q:} Give me a device.

\textbf{A:} Take a vertical stack: niobium, 100~nm of n-type InAs, a thin epitaxial barrier, and an n-InAs lead. Rough typical values are an electron density of $10^{18}$~cm$^{-3}$, mass $0.04\,m_e$, mobility $10^4$~cm$^2$/Vs and a gap of 1.4~meV. The area is $10^6$~nm$^2$ and the temperature 0.3~K. I hold the niobium side at $\Gamma_2=0.1$ and let the epitaxial barrier set $\Gamma_1$.

The Fermi wave number is $k_F=(3\pi^2n)^{1/3}=0.309$~nm$^{-1}$, which gives $k_F^2\times(\text{area})/4\pi\approx7620$ modes. For the optimum, $\sqrt{A_2}=0.1/1.9=0.0526$, so $A_2=0.00277$. Equation~(\ref{eq:best}) gives $A_1=0.00556$, and $\Gamma_1=2\sqrt{A_1}/(1+\sqrt{A_1})=0.139$. In units of $e^2/h$ per mode:
\begin{center}
\begin{tabular}{ccccc}
$\Gamma_1$ & $g$ & $g_{\rm ind}$ & $g_{\rm N}$ & exact peak\\
1.0 & 0.011 & 0.0111 & 0.200 & 0.003\\
0.3 & 0.055 & 0.0106 & 0.162 & 0.30\\
0.139 & 0.081 & 0.0091 & 0.123 & 0.89\\
0.1 & 0.075 & 0.0078 & 0.105 & 1.00\\
0.05 & 0.036 & 0.0049 & 0.069 & 0.62
\end{tabular}
\end{center}
The last column is $[T/(2-T)]^2$ at $\varphi=0$ from Eq.~(\ref{eq:T}). The small-transmission form $P$ approximates it only when both $\Gamma_i$ are small: it gives 0.90 at $\Gamma_1=0.139$, 0.36 at 0.3 and 0.039 at 1.0. Of the three conductances, only the coherent one, $g$, is largest at an intermediate $\Gamma_1$. At the optimum the conductance is $7620\times0.0813\times e^2/h=24$~mS, or 42~$\Omega$. Without barrier 1 it is 3.3~mS, so in this model, with an ideal lead, the added barrier gains a factor 7.3. The small-transmission formula gives 0.077 at the optimum, 5\% below the full average.

\textbf{Q:} How much of that survives at 0.3~K?

\textbf{A:} Most of it, within the model. The resonance tolerates $\delta$ of order $2w$ or less, which at normal incidence sets an energy scale $\hbar v_F\sqrt{\Gamma_1^2+\Gamma_2^2}/(4L)=0.589\times0.171/400$~eV $\approx0.25$~meV. The thermal energy is 0.026~meV. Averaged over energy and direction, $g$ at $\Gamma_1=0.139$ drops by 4\%, and the best ratio moves from 1.39 to 1.35. At normal incidence alone the drop is 0.8\% and the best ratio 1.36. There Eq.~(\ref{eq:delta}) gives the direction of the shift: at fixed $\delta$, $\Delta g/g$ decreases with $\Gamma_1$ near the optimum, which favours a slightly more opaque barrier. About two thirds of the 4\% comes from oblique directions and higher energies with $\delta^2>c$. These carry only 7\% of the weight and lie outside the range of that equation.

\textbf{Q:} And the other idealizations?

\textbf{A:} Real barriers transmit less at oblique incidence. For two delta barriers the best ratio of mode-averaged transmissions is 1.38, almost unchanged. When both transmit little, both $\Gamma_i$ scale with the same $\cos^2\theta$, where $\theta$ is the angle of incidence, and Eq.~(\ref{eq:low}) then keeps its optimum ratio. The gain is only about 5.5 instead of 7.3, though. At the optimum $g$ is proportional to $\Gamma_2$, but without barrier 1 it is about $\Gamma_2^2$ for each mode, and at a given mean $\Gamma_2$ the average of the square grows with the spread among the modes. In a perfectly smooth layer the phases are not quite evenly spread, and $g$ varies by 5\% rms as the thickness is swept through half a Fermi wavelength. The charging energy, $2\times10^{-6}$~eV for a 2~nm barrier of relative permittivity 10, is far below the thermal energy.

Disorder deserves more care. The mean free path is about 200~nm, but a particle trapped at normal incidence can leave only through barrier 1, as an electron or as a hole, and travels roughly $2L/\Gamma_1\approx1440$~nm before it does. With the superconductor in its normal state the path would be $2L/(\Gamma_1+\Gamma_2)\approx840$~nm. Oblique particles travel further still, so scattering in the layer is to be expected. In the opposite extreme of a fully chaotic layer, simulated with 200 modes per barrier and 16 random samples, $g=0.084\pm0.002$ at $\Gamma_1=0.139$, close to 0.081. At $\Gamma_1=0.6$ it is $0.045\pm0.001$ instead of 0.025. The gain from closing barrier 1 persists between these two points, but it is smaller. In the limit of many modes the maximum of the chaotic case lies near $\Gamma_1=0.15$, slightly above the value for a clean layer.

\textbf{Q:} Should I then add a barrier to my real niobium contact?

\textbf{A:} First find out how transparent the niobium side is. InAs tends to form no Schottky barrier with metals, so a clean interface can be far more transparent than 0.1. My value stands for a contaminated or deliberately weakened one. Above $\Gamma_2\approx0.73$ the model predicts no gain at all. A two-terminal measurement also includes the lead: 1000~nm of it adds 6~$\Omega$. If the lead does no more than add this classical resistance, the total falls from about 312 to 48~$\Omega$, a factor 6.5 instead of 7.3. That figure is optimistic. The mean free path of 200~nm is shorter than the lead, so the lead also scatters electrons back to the superconductor. If they keep their phase, they get repeated attempts at Andreev reflection even without barrier 1. The model above does not contain this effect, and it can remove nearly all of the gain. For a fully coherent diffusive lead with the same 6~$\Omega$, semiclassical circuit theory for many modes gives about 48~$\Omega$ without barrier 1 and 42~$\Omega$ with it, lead included. The gain at $\Gamma_1=0.139$ is then only 1.14. With such a lead the best barrier shifts to $\Gamma_1\approx0.22$, which gives about 40~$\Omega$ and a gain of 1.20. The large factor needs a lead much shorter than its mean free path, or one that destroys the electron--hole phase relation while the layer preserves it.

Three further effects are left out, and I have no number for them: inelastic loss of phase along the trapped path, a gap weakened near the interface, and thick, soft barriers that favour normal incidence. The first destroys the phase relation on which the maximum depends. The design rule is therefore conditional. For a poorly transmitting superconducting interface, a coherent layer with little backscattering, a lead with little coherent backscattering, and bias and temperature well below the 0.25~meV scale, make the added barrier about 1.4 times as transparent as the interface. The values in the table are in the numerical output.

\section*{Computed results}
\begin{verbatim}
wave matching vs formula, largest rel. error: 3.7e-06
g(E = 0.3 gap)/g(0) by wave matching, short and 10x longer layer:
G1 = 0.30, G2 = 0.20: 0.863, 0.063
G1 = 0.20, G2 = 0.30: 1.400, 0.099
G1 = 0.60, G2 = 0.15: 1.010, 0.233
G1 = 0.15, G2 = 0.15: 0.724, 0.023
G2 = 0.01: numerical best G1/G2 = 1.4113
G2 = 0.03: numerical best G1/G2 = 1.4056
G2 = 0.10: numerical best G1/G2 = 1.3873
G2 = 0.30: numerical best G1/G2 = 1.3484
sqrt(2) = 1.4142; limit of G2 for a gain = 0.7321
low formula, rel. error at G2 = 0.01: -0.0050
density 1e+18 cm^-3, mass 0.04 m_e
mobility 10000 cm2/Vs, layer 100 nm
area 1e+06 nm^2, gap 0.0014 eV, T = 0.3 K
Fermi wave number 0.3094 1/nm, Fermi energy 0.0912 eV
hbar*v_F = 0.5893 eV nm, orbital modes = 7616
g in e^2/h per mode at G2 = 0.1:
G1      coherent  low-G    indep.   normal   peak
1.0000  0.01108      -     0.01108  0.20000  0.0028
0.6000  0.02538      -     0.01101  0.18750  0.0533
0.3000  0.05547   0.05692  0.01063  0.16216  0.2965
0.2000  0.07386   0.07155  0.01003  0.14286  0.5969
0.1387  0.08126   0.07696  0.00906  0.12339  0.8877
0.1000  0.07459   0.07071  0.00784  0.10526  1.0000
0.0500  0.03633   0.03578  0.00485  0.06897  0.6197
best G1 = 0.1387, ratio = 1.3873
gain over no barrier 1: factor 7.333
conductance at best G1: 23.98 mS
same as resistance: 41.71 ohm
conductance, no barrier 1: 3.27 mS
Neglected effects:
kT = 2.59e-05 eV, coherence energy = 2.52e-04 eV
gap/kT = 54.2
thermal change of g at best G1: -4.05 %
best G1/G2 at 0.3 K: 1.353
best mean G1/G2, angle-dependent barriers: 1.381
smooth layer: mean g = 0.0811, rms spread = 5.4 %
mean free path 204 nm
path while trapped, 2L/(G1+G2): 838 nm
chaotic layer, best G1: g = 0.0836 +- 0.0016
chaotic layer, G1 = 0.6: g = 0.0446 +- 0.0007
charging energy (barrier 2.0 nm, eps 10.0): 1.8e-06 eV
lead resistance per 1000 nm: 6.24 ohm
\end{verbatim}
